\section*{Apparent activation energy of empty sites in hydrogen-limited silane growth, part 1}

(Sections cited here and not found follow in the second part.)

\section{The half-barrier law for randomly distributed empty sites}

\subsection{A surface that is almost full}

Take a silicon surface growing from silane, with a hydrogen atom on nearly every site. Let $x$ be the small fraction of sites that are empty. Hydrogen leaves at a rate $k$ per occupied site, and since almost all sites are occupied, the loss per site of the surface is close to $k$. A silane molecule needs two empty sites to adsorb. If the empty sites are scattered at random, a given pair is empty with probability $x^2$, so silane adsorbs at a rate $a x^2$ per site, where $a$ is the rate on a bare surface. Each molecule brings four hydrogen atoms. In a steady state the hydrogen supply equals the loss:
\begin{equation}
4 a x^2 = k ,\qquad x=\frac12\sqrt{\frac{k}{a}} .
\end{equation}
Suppose that $a$ does not depend on temperature and that $k$ is proportional to $\exp(-E_d/k_BT)$, with $E_d$ the desorption barrier. The square root then halves the exponent:
\begin{equation}
x\propto \exp\!\left(-\frac{E_d}{2k_BT}\right).
\end{equation}
No elementary process has the barrier $E_d/2$. The half appears because the surface must open empty sites in proportion to $\sqrt{k}$ for a process of second order in $x$ to keep pace with a loss proportional to $k$.

This estimate replaced the hydrogen coverage by one. The full balance keeps it, and shows how close to saturation the surface must be for a given accuracy.

\subsection{Assumptions and counting}

The incident silane flux per area, $F$, is held fixed when the temperature changes. With $N_s$ the number of sites per area and $s_0$ the sticking probability on a bare surface, the bare-surface adsorption rate per site is
\begin{equation}
a=\frac{s_0F}{N_s},\qquad F=\frac{p}{\sqrt{2\pi m k_BT_g}} .
\end{equation}
Here $p$ is the silane pressure, $m$ the molecular mass and $T_g$ the gas temperature at which the flux is evaluated. Adsorption is taken to be unactivated, and $s_0$ is assumed constant. With $F$ and $s_0$ fixed, $a$ is independent of the surface temperature $T$.

The probability $x^2$ for an empty pair is a mean-field statement: the occupation of one site of the pair tells nothing about the other. It is justified if interactions between hydrogen atoms do not favour particular arrangements, and if hydrogen moves fast enough to erase the arrangement left by each adsorption or desorption event.

The number four follows from the fate of a molecule. Silane first splits into SiH$_3$ and H on two sites. The SiH$_3$ group then gives up its three hydrogen atoms, and its silicon atom joins the crystal. That atom covers one site of the old surface and offers one site of the new surface, which leaves the number of sites unchanged. The net result is four sites turned from empty to hydrogen-covered. The later splitting steps are assumed to be fast, so that SiH$_3$ and its fragments occupy a negligible fraction of the sites. The hydrogen coverage is then $1-x$.

Hydrogen desorbs as H$_2$, and $k$ is defined by the loss of atoms: a coverage $\theta$ decreases at the rate $k\theta$, which corresponds to $k\theta/2$ molecules per site and unit time. First-order desorption means that $k$ does not depend on coverage. Its temperature dependence is
\begin{equation}
k=\nu\exp(-\beta E_d),\qquad \beta=\frac{1}{k_BT},
\end{equation}
with a constant prefactor $\nu$.

\subsection{Rate equation and steady state}

Desorption creates empty sites at the rate $k(1-x)$ per site, and adsorption removes four for each molecule:
\begin{equation}
\frac{dx}{dt}=k(1-x)-4ax^2 .
\label{rate}
\end{equation}
The right-hand side falls steadily from $k$ at $x=0$ to $-4a$ at $x=1$, so it has one zero in between. Setting it to zero and dividing by $4a$ gives
\begin{equation}
x^2=\kappa(1-x),\qquad \kappa=\frac{k}{4a}.
\label{balance}
\end{equation}
The dimensionless number $\kappa$ compares hydrogen loss with the supply that a bare surface would receive. Rearranged, the balance is $x^2+\kappa x-\kappa=0$. The product of its roots is $-\kappa<0$, so one root is positive and is the physical one:
\begin{equation}
x=\frac{-\kappa+\sqrt{\kappa^2+4\kappa}}{2}.
\end{equation}
When $\kappa$ is large, this form subtracts two nearly equal numbers. Multiplying numerator and denominator by $\kappa+\sqrt{\kappa^2+4\kappa}$ turns the numerator into $4\kappa$, and gives a form that is safe in floating-point arithmetic:
\begin{equation}
x=\frac{2\kappa}{\kappa+\sqrt{\kappa^2+4\kappa}} .
\label{root}
\end{equation}

For $\kappa\ll1$, write $\sqrt{\kappa^2+4\kappa}=2\sqrt{\kappa}\,\sqrt{1+\kappa/4}$ and expand the last root:
\begin{equation}
x=\sqrt{\kappa}-\frac{\kappa}{2}+O(\kappa^{3/2}).
\end{equation}
The leading term is the estimate made at the start. The next term lowers $x$, because a partly empty surface holds less hydrogen to lose. Near saturation therefore means $\sqrt{\kappa}\ll1$. That is stricter than $\kappa\ll1$ may suggest: $\kappa=0.01$ already leaves about one site in ten empty.

The steady state is stable. Put $x+\delta$ in place of $x$ in \eqref{rate}, with $x$ now the steady value. The terms without $\delta$ cancel, and
\begin{equation}
\frac{d\delta}{dt}=-(k+8ax)\delta-4a\delta^2 .
\end{equation}
A small deviation decays at the rate
\begin{equation}
\lambda=k+8ax .
\end{equation}
A measurement at a new temperature must wait for several times $1/\lambda$ before the steady-state formulas apply.

\subsection{Apparent activation energy}

The apparent activation energy is the local slope of an Arrhenius plot,
\begin{equation}
E_{\rm app}=-\frac{d\ln x}{d\beta}.
\end{equation}
It is simplest to differentiate the logarithm of the balance \eqref{balance},
\begin{equation}
2\ln x-\ln(1-x)=\ln\kappa .
\end{equation}
The derivative of $-\ln(1-x)$ with respect to $x$ is $+1/(1-x)$, and $dx=x\,d\ln x$. Therefore
\begin{align}
\frac{d\ln\kappa}{d\ln x}
&=2+\frac{x}{1-x}\\
&=\frac{2(1-x)+x}{1-x}=\frac{2-x}{1-x}.
\end{align}
Since $a$ and $\nu$ are constant, $\ln\kappa=-\beta E_d+\text{constant}$, and $-d\ln\kappa/d\beta=E_d$. The chain rule gives
\begin{equation}
E_{\rm app}=E_d\,\frac{1-x}{2-x}.
\label{main}
\end{equation}
As $x\to0$ this tends to $E_d/2$. At any finite $x$ it is smaller. The shortfall relative to the half is
\begin{equation}
1-\frac{E_{\rm app}}{E_d/2}
=1-\frac{2-2x}{2-x}=\frac{x}{2-x}.
\label{short}
\end{equation}
To keep the shortfall below a chosen $\eta$, solve $x\le\eta(2-x)$ for $x$:
\begin{equation}
x\le\frac{2\eta}{1+\eta}.
\end{equation}
An accuracy of 5\% thus allows $x$ up to about 0.095.

In the opposite limit, $\kappa\gg1$, the surface is nearly bare. Expanding \eqref{root} gives $x\simeq1-1/\kappa$, and \eqref{main} becomes $E_{\rm app}\simeq E_d/\kappa$. The empty fraction cannot exceed one, so it stops responding to temperature. An Arrhenius plot of $x$ is therefore curved, with its slope falling from $E_d/2$ on the cold side towards zero on the hot side.

\subsection{Growth rate}

Each adsorbed molecule adds one silicon atom, so the growth rate in atoms per site and unit time is
\begin{equation}
R=ax^2=\frac{k(1-x)}{4}.
\end{equation}
The second form follows from the steady balance. With $a$ fixed, $\ln R$ contains $2\ln x$, and the activation energy of growth is
\begin{equation}
E_R=2E_{\rm app}=E_d\,\frac{2-2x}{2-x}\;\longrightarrow\;E_d
\qquad(x\to0).
\end{equation}
The empty fraction carries half the barrier and the growth rate carries all of it. The two statements agree because growth samples the empty fraction twice. An analysis that assigns the slope of the growth rate to $x$ overestimates the activation energy of $x$ by a factor of two.

The response to silane pressure at fixed temperature provides a diagnostic. With $k$ fixed, $d\ln\kappa=-d\ln a$, and the derivative found above gives $d\ln x/d\ln a=-(1-x)/(2-x)$. The reaction order of growth in silane is then
\begin{align}
r=\frac{d\ln R}{d\ln a}
&=1+2\,\frac{d\ln x}{d\ln a}\\
&=1-\frac{2-2x}{2-x}=\frac{x}{2-x}.
\end{align}
This equals the relative shortfall \eqref{short}. Within this model, a measured order $r$ shows how far the surface is from the half-barrier limit: $E_{\rm app}=E_d(1-r)/2$. The order does not test the assumption of random empty pairs. Since $R=k(1-x)/4$, a nearly full surface has a small $r$ however its empty sites are arranged.

\subsection{Worked example}

The parameters are round values in the rough regime of low-pressure silane growth on Si(001): $E_d=2.5$ eV, $\nu=10^{15}$ s$^{-1}$, $s_0=10^{-5}$ and $p=1$ Torr. A lattice constant $a_0=0.543$ nm gives $N_s=2/a_0^2=6.78\times10^{14}$ cm$^{-2}$. The flux is evaluated at 750 K and then held fixed, $F=2.26\times10^{20}$ cm$^{-2}$s$^{-1}$. Hence
\begin{equation}
a=\frac{10^{-5}\times2.263\times10^{20}}{6.783\times10^{14}}\ {\rm s^{-1}}
=3.34\ {\rm s^{-1}} .
\end{equation}
At 750 K, $k_BT=0.06463$ eV and $k=1.588\times10^{-2}$ s$^{-1}$, so that
\begin{align}
\kappa&=\frac{1.588\times10^{-2}}{4\times3.337}=1.190\times10^{-3},\\
x&=0.0339,\\
E_{\rm app}&=2.5\ {\rm eV}\times\frac{0.9661}{1.9661}=1.228\ {\rm eV}.
\end{align}
The limiting value is 1.25 eV, and the shortfall relative to it is 1.7\%. The leading estimate $\sqrt{\kappa}=0.0345$ is close to $x$.

One atomic layer is $a_0/4$ thick, so the growth speed is $Ra_0/4$. Three temperatures at the same flux give
\begin{center}
\begin{tabular}{ccccc}
$T$ (K) & $x$ & $E_{\rm app}$ (eV) & nm/min & $E_R$ (eV)\\
700 & 0.0086 & 1.245 & 0.0020 & 2.489\\
750 & 0.0339 & 1.228 & 0.031 & 2.457\\
800 & 0.109 & 1.178 & 0.32 & 2.356
\end{tabular}
\end{center}
A straight-line fit of $\ln x$ against $\beta$ at five equally spaced temperatures from 700 to 800 K has the slope 1.225 eV. A fit over a window returns a mean slope, and here it hides a change of 0.07 eV between the ends.

The upper temperature for a chosen $x$ follows from \eqref{balance}. Insert $k=\nu\exp(-\beta E_d)$, solve for the exponential and take the logarithm:
\begin{equation}
k_BT=\frac{E_d}{\ln\!\left[\nu(1-x)/(4ax^2)\right]} .
\end{equation}
For $x=0.1$ this gives 796 K. Since $a$ enters only through the logarithm, doubling it raises this limit by about 15 K.

The relaxation rate at 750 K is
\begin{equation}
\lambda=0.016+8\times3.337\times0.0339=0.92\ {\rm s^{-1}},
\end{equation}
a time of about 1.1 s. It is set mainly by silane filling the empty sites, since $8ax$ is much larger than $k$. As a test of the closed root, \eqref{rate} was integrated for 200 s from a bare surface at each of the five temperatures. The final values agreed with \eqref{root} to a relative accuracy of $10^{-6}$.

\section{Origin of the half and conditions for its validity}

\subsection{Symbols and results carried over}

The fraction of empty sites is $x$, and the hydrogen coverage is $1-x$. Silane adsorbs on a bare surface at the rate $a$ per site, and hydrogen atoms desorb with the rate constant $k=\nu\exp(-\beta E_d)$, where $\beta=1/k_BT$. With $\kappa=k/(4a)$, random empty pairs and fixed $a$, the steady state and its apparent activation energy are
\begin{equation}
x^2=\kappa(1-x),\qquad
E_{\rm app}=-\frac{d\ln x}{d\beta}=E_d\frac{1-x}{2-x}.
\label{restate}
\end{equation}
The growth rate is $R=ax^2$. The reference case is $E_d=2.5$ eV at 750 K, with $a=3.34$ s$^{-1}$, $\kappa=1.19\times10^{-3}$, $x=0.0339$ and $E_{\rm app}=1.228$ eV. All comparisons below keep $k$ and $a$ at these values at 750 K. They change one assumption at a time.

\subsection{Which reaction order produces the half}

Let adsorption need $q$ randomly distributed empty sites, and let desorption be of order $j$ in the hydrogen coverage. Four hydrogen atoms still arrive with each molecule. The balance becomes
\begin{equation}
x^q=\kappa(1-x)^j .
\end{equation}
Take logarithms and differentiate as before. The left side contributes $q$, and moving $j\ln(1-x)$ to the left contributes $jx/(1-x)$:
\begin{equation}
\frac{d\ln\kappa}{d\ln x}=q+\frac{jx}{1-x}
=\frac{q(1-x)+jx}{1-x}.
\end{equation}
Since $-d\ln\kappa/d\beta=E_d$,
\begin{equation}
E_{\rm app}=E_d\,\frac{1-x}{q(1-x)+jx}
\;\longrightarrow\;\frac{E_d}{q}\qquad(x\to0).
\end{equation}
The desorption order drops out of the limit, because the coverage is close to one and any power of it is close to one. The half comes from the two sites needed by silane.

For $q=2$ and $j=2$ the formula reduces to $E_d(1-x)/2$. Taking the square root of the balance gives $x=\sqrt\kappa/(1+\sqrt\kappa)$, and the result is 1.208 eV, close to the 1.228 eV of first-order desorption. For $q=1$ and $j=1$, the result is 2.497 eV, nearly the whole barrier. First-order desorption is thus part of the stated model, but near saturation the half does not depend on it.

\subsection{Temperature dependence of the supply}

If $a$ varies with temperature, the derivative of $\ln\kappa=\ln k-\ln(4a)$ has a second term:
\begin{equation}
-\frac{d\ln\kappa}{d\beta}=E_d+\frac{d\ln a}{d\beta}.
\label{supply}
\end{equation}
The factor $(1-x)/(2-x)$ in \eqref{restate} multiplies this sum in place of $E_d$.

Consider first a fixed pressure, with the gas at the temperature of the wafer. The flux is then proportional to $T^{-1/2}$, that is, to $\beta^{1/2}$. Hence $d\ln a/d\beta=1/(2\beta)=k_BT/2$, and
\begin{equation}
E_{\rm app}=\frac{1-x}{2-x}\left(E_d+\frac{k_BT}{2}\right).
\end{equation}
The sign is positive because a hotter gas delivers a smaller flux, so that $x$ rises faster with temperature. In the example the value increases from 1.228 to 1.244 eV. This brings it closer to 1.25 eV, but by a partial cancellation between two unrelated corrections.

Consider next an adsorption barrier $E_a$ at fixed flux. Then $a\propto\exp(-\beta E_a)$ and $d\ln a/d\beta=-E_a$, which gives
\begin{equation}
E_{\rm app}=\frac{1-x}{2-x}\,(E_d-E_a).
\end{equation}
With $E_a=0.10$ eV, the result is 1.179 eV. Near saturation the apparent energy is half the difference of the two barriers, so $x$ alone cannot separate them. The growth rate can help. From $R=k(1-x)/4$, its activation energy tends to $E_d$ near saturation whether or not adsorption is activated.

For randomly distributed empty sites, the half comes from the two sites that silane needs; near saturation it does not depend on the desorption order, but a temperature-dependent supply shifts it. What remains is to examine finite surfaces, hydrogen pairing on dimers, incomplete mixing, SiH$_3$ fragments and returning hydrogen, and then to see how the result can be used in an analysis.

Numerical values quoted here were computed with a short program.
